# Why a Freestanding Monolayer Exciton Absorbs at Most Half the Light, part 1

(Sections cited here and not found follow in the second part.)

## First half: the sheet, the ceiling and the radiating exciton

### A loss that can be too small

Take a monolayer in vacuum whose exciton has a radiative linewidth of 2 meV, and light it from one side at the exciton energy. If the nonradiative linewidth is 35 meV, the layer absorbs 10% of the light. Reducing that width to 2 meV raises the absorption to 50%. Reducing it further, to 0.2 meV, lowers the absorption to 17%. The values 1 meV and 4 meV give the same absorption, 44%. The radiative width is held at 2 meV throughout.

Two things need an explanation: why the absorption has a maximum as the loss is varied, and why the maximum is one half. The second has nothing to do with excitons. It follows from the geometry of a thin sheet lit from one side. The first comes from the field that the exciton itself radiates.

The statement to be shown is this. A thin, passive, freestanding layer with one exciton resonance absorbs at most half of a normally incident beam. It reaches one half when the light is on resonance and the radiative and nonradiative linewidths are equal. Both conditions are needed: with equal linewidths but detuned light, the absorption is smaller.

### Setting and conventions

The layer lies in the plane $z=0$ with vacuum on both sides. It is much thinner than the wavelength, so it is treated as a sheet of zero thickness that carries a current in its plane. It is uniform on the scale of the wavelength and isotropic in the plane. Its response is linear, and at first it is described by a sheet conductivity $\sigma(\omega)$ alone.

Fields have the form $\mathrm{Re}[E\,e^{-i\omega t}]$, so a wave moving towards $+z$ is $e^{ikz}$ with $k=\omega/c$. The electric field points along $x$ and the magnetic field $H$ along $y$. For these components Maxwell's equations read

$$
\partial_z E=-\mu_0\,\partial_t H,\qquad
\partial_z H=-\epsilon_0\,\partial_t E-J ,
$$

where $J$ is the current density along $x$. In vacuum, a forward wave inserted in the first equation gives $ikE=i\omega\mu_0H$. Hence $H=E/Z_0$ with $Z_0=\mu_0c=376.73$ ohm. For a backward wave $k$ changes sign, and $H=-E/Z_0$.

The sheet current per unit width is $K=\int J\,dz$. Integrate both equations across the sheet, over an interval that shrinks to zero. The terms with $\partial_tH$ and $\partial_tE$ vanish because the fields stay finite, while the current term does not. This leaves

$$
E(0^+)=E(0^-),\qquad H(0^+)-H(0^-)=-K,\qquad K=\sigma E(0).
$$

### Reflection and transmission

Let a wave of amplitude $E_0$ arrive from the left. On the left the fields are

$$
E=E_0(e^{ikz}+r\,e^{-ikz}),\qquad
H=\frac{E_0}{Z_0}(e^{ikz}-r\,e^{-ikz}),
$$

and on the right they are $E=tE_0e^{ikz}$ and $H=tE_0e^{ikz}/Z_0$. Continuity of $E$ at $z=0$ gives

$$
t=1+r .
$$

The jump of $H$, multiplied by $Z_0/E_0$, gives

$$
t-(1-r)=-Z_0\sigma\,t .
$$

Define the dimensionless admittance $y=Z_0\sigma/2$ and insert $r=t-1$. The left side becomes $2t-2$ and the right side $-2yt$. Therefore

$$
t=\frac{1}{1+y},\qquad r=t-1=-\frac{y}{1+y}.
$$

A good conductor has large $y$, so that $r$ tends to $-1$ and $t$ to zero. A sheet with $y=0$ is invisible.

The relation $t=1+r$ carries the later argument. It says that the sheet sends out equal waves to both sides: the backward wave is $r$, and the forward wave is the incident wave plus the same $r$. A sheet that radiates in order to weaken the transmitted beam must therefore reflect as well.

### Power balance and the ceiling

A travelling wave of amplitude $E$ carries the mean intensity $|E|^2/(2Z_0)$. The reflected fraction is $R=|r|^2$ and the transmitted fraction is $T=|t|^2$. What is missing from these two coherent beams is called the absorption,

$$
A=1-R-T=1-|r|^2-|1+r|^2 .
$$

Since $|1+r|^2=1+2\,\mathrm{Re}\,r+|r|^2$,

$$
A=-2\,\mathrm{Re}\,r-2|r|^2 .
$$

Now complete the square, using $|r+\tfrac12|^2=|r|^2+\mathrm{Re}\,r+\tfrac14$:

$$
A=\frac12-2\left|r+\frac12\right|^2 .
$$

The subtracted term cannot be negative, so $A\le\tfrac12$. Equality requires $r=-\tfrac12$, which also gives $t=\tfrac12$. The remaining half of the power is then shared equally by the reflected and transmitted beams, a quarter each.

This holds for any sheet that obeys the two boundary conditions. The number of its resonances and the origin of $\sigma$ do not enter. From $y/(1+y)=\tfrac12$ the ceiling requires $y=1$, or

$$
\sigma=\frac{2}{Z_0}=5.309\ \text{mS}.
$$

The same absorption follows from the work that the field does on the current. Its mean value per area is $\tfrac12\mathrm{Re}(K^*E)=\tfrac12\,\mathrm{Re}\,\sigma\,|tE_0|^2$. Dividing by the incident intensity $|E_0|^2/(2Z_0)$ gives

$$
A=Z_0\,\mathrm{Re}\,\sigma\,|t|^2=\frac{2\,\mathrm{Re}\,y}{|1+y|^2}.
$$

To see that this agrees with the power balance, insert $r$ and $t$ in $1-R-T$. The numerator over $|1+y|^2$ is $|1+y|^2-|y|^2-1=2\,\mathrm{Re}\,y$, as required.

The second form shows the competition at work. A larger conductivity takes more power from a given field, but it also reduces the field $tE_0$ in which the sheet sits. For real $y$ the derivative of $2y/(1+y)^2$ is $2(1-y)/(1+y)^3$. It is positive below $y=1$ and negative above it.

A passive sheet has $\mathrm{Re}\,y\ge0$, hence $A\ge0$. By the completed square, $r$ then lies in the disc of radius $\tfrac12$ about the point $-\tfrac12$. The rim of the disc belongs to sheets without loss, and its centre to the sheet that absorbs one half.

### Where the other half goes

The number one half can be traced to symmetry. Write the single incident wave as the sum of two illuminations from both sides:

- an even one, with amplitude $E_0/2$ from the left and $E_0/2$ from the right;
- an odd one, with amplitude $E_0/2$ from the left and $-E_0/2$ from the right.

On the left the amplitudes add to $E_0$, and on the right they cancel. In units of the incident power, each part carries $\tfrac14+\tfrac14=\tfrac12$.

By linearity and mirror symmetry, the outgoing waves of the even part have amplitude $(r+t)E_0/2$ on both sides. Those of the odd part are $(r-t)E_0/2$ on the left and the negative of this on the right. Call these amplitudes $u$ and $v$. The total outgoing power is proportional to

$$
|u+v|^2+|u-v|^2=2|u|^2+2|v|^2 ,
$$

so the two parts do not interfere in the power balance. Each half of the incident power can be followed separately:

$$
A=\frac12\left(1-|r+t|^2\right)+\frac12\left(1-|r-t|^2\right).
$$

For the sheet, $r-t=-1$, and the second bracket is zero. The reason is visible in the field. The two incoming odd waves cancel at $z=0$, the sheet feels no electric field, and no current flows. The odd half of the power passes untouched.

The even half meets a sheet at an antinode. Since $r+t=1+2r$, it is absorbed completely when $r=-\tfrac12$. This is again the condition for the ceiling.

The argument also shows how the ceiling can be avoided. If equal beams arrive from both sides and are in phase at the sheet, the odd part is missing. Solving the boundary conditions for $y=1$ gives an absorbed fraction of 1.0000 for even illumination and 0.0000 for odd illumination. The limit of one half thus belongs to one-sided illumination and is no limit on the exciton as such.

### The exciton as an oscillator

It remains to find $r$ for an exciton. Consider an area $\mathcal A$ of the layer that is small compared with the wavelength squared but holds many unit cells. Light at normal incidence has no momentum in the plane, so it couples to the exciton state with zero centre-of-mass momentum. Let $\hbar\omega_0$ be the energy of this state and $d$, taken real, the dipole matrix element between it and the ground state. Because the exciton is spread coherently over the area, $d^2$ is proportional to $\mathcal A$.

At low exciton density the excitation is a boson with operators $b$ and $b^\dagger$, where $[b,b^\dagger]=1$. In a field $E(t)$ its Hamiltonian is

$$
\mathcal H=\hbar\omega_0\,b^\dagger b-d\,E(t)\,(b+b^\dagger).
$$

In the semiconducting transition-metal dichalcogenides there are two degenerate bright excitons, one in each valley, with circular dipoles of opposite handedness. For light polarized along $x$, their couplings add in the combination $(b_K+b_{K'})/\sqrt2$. The orthogonal combination couples to light along $y$. Each linear polarization thus meets one resonance, as long as the valleys are degenerate.

The Heisenberg equation is $\dot b=(i/\hbar)[\mathcal H,b]$. With $[b^\dagger b,b]=-b$ and $[b^\dagger,b]=-1$ it gives

$$
\dot b=-i\omega_0b+\frac{i\,d\,E}{\hbar}.
$$

Let $X=b+b^\dagger$. Adding the equation and its adjoint cancels the field terms:

$$
\dot X=-i\omega_0(b-b^\dagger).
$$

Subtracting the adjoint gives $\dot b-\dot b^\dagger=-i\omega_0X+2i\,dE/\hbar$. Differentiate $\dot X$ once more and insert this:

$$
\ddot X=-\omega_0^2X+\frac{2\omega_0d}{\hbar}E .
$$

The polarization per area is $P=d\langle X\rangle/\mathcal A$. It therefore obeys the equation of a classical oscillator,

$$
\ddot P+\omega_0^2P=S\,E(0),\qquad S=\frac{2\omega_0d^2}{\hbar\mathcal A}.
$$

The area cancels in $S$, since $d^2\propto\mathcal A$. No rotating-wave approximation has been made, because both $b$ and $b^\dagger$ were kept in the coupling.

Phonons, defects and other channels also damp the polarization. The simplest model adds a friction term:

$$
\ddot P+\Gamma_{nr}\dot P+\omega_0^2P=S\,E(0).
$$

For weak damping and no field, $P$ decays as $e^{-\Gamma_{nr}t/2}$ and its square as $e^{-\Gamma_{nr}t}$. Thus $\Gamma_{nr}$ is a full linewidth. The friction term is an assumption of the model: a constant $\Gamma_{nr}$ leaves out any dependence of the damping on frequency.

### The field of the exciton on itself

The field $E(0)$ in this equation is the total field at the sheet. It contains the incident field and the field radiated by the exciton's own current $K=\dot P$. By symmetry the radiated field $E_s$ is the same on both sides and moves outwards. Its magnetic field is $E_s/Z_0$ on the right and $-E_s/Z_0$ on the left. The jump condition reads $2E_s/Z_0=-K$, so

$$
E(0)=E_{in}-\frac{Z_0}{2}\dot P .
$$

Insert this in the oscillator equation and move the term with $\dot P$ to the left:

$$
\ddot P+(\Gamma_{nr}+\Gamma_r)\dot P+\omega_0^2P=S\,E_{in},\qquad
\Gamma_r=\frac{Z_0S}{2}=\frac{Z_0\omega_0d^2}{\hbar\mathcal A}.
$$

The radiated field acts as friction with a constant coefficient. Within this sheet model, that form needs no restriction to frequencies near $\omega_0$.

An energy count confirms the factor. The oscillator energy per area is $(\dot P^2+\omega_0^2P^2)/(2S)$, and the friction $\Gamma_r$ removes power $\Gamma_r\dot P^2/S=Z_0\dot P^2/2$ from it. The waves leaving on the two sides carry $2E_s^2/Z_0=2(Z_0\dot P/2)^2/Z_0=Z_0\dot P^2/2$, which is the same.

For a harmonic field, $\dot P=-i\omega P$ and $\ddot P=-\omega^2P$. With $\Gamma=\Gamma_r+\Gamma_{nr}$,

$$
P=\frac{S\,E_{in}}{D},\qquad D=\omega_0^2-\omega^2-i\omega\Gamma .
$$

The reflected wave is the wave radiated to the left, $E_s=-(Z_0/2)(-i\omega P)$. Dividing by $E_{in}$ and using $Z_0S/2=\Gamma_r$ gives

$$
r(\omega)=\frac{i\omega\Gamma_r}{\omega_0^2-\omega^2-i\omega\Gamma}.
$$

## Second half: matched linewidths, numbers and limits

### Results carried over

The sheet stands in vacuum and is lit from one side at normal incidence. Its reflection and transmission amplitudes are $r$ and $t=1+r$, and its admittance is $y=Z_0\sigma/2$, where $\sigma$ is the sheet conductivity and $Z_0=376.73$ ohm. The power missing from the coherent beams is

$$
A=-2\,\mathrm{Re}\,r-2|r|^2=\frac12-2\left|r+\frac12\right|^2=\frac{2\,\mathrm{Re}\,y}{|1+y|^2}.
$$

The exciton has frequency $\omega_0$, radiative full width $\Gamma_r$ and nonradiative full width $\Gamma_{nr}$, with $\Gamma=\Gamma_r+\Gamma_{nr}$. Its reflection amplitude is $r=i\omega\Gamma_r/D$ with $D=\omega_0^2-\omega^2-i\omega\Gamma$. Widths quoted in meV are values of $\hbar\Gamma$.

### The absorption line

Multiply numerator and denominator of $r$ by $D^*=\omega_0^2-\omega^2+i\omega\Gamma$. The real part of $i\omega\Gamma_rD^*$ comes from the product of the two imaginary factors, so

$$
\mathrm{Re}\,r=-\frac{\omega^2\Gamma_r\Gamma}{|D|^2},\qquad
|r|^2=\frac{\omega^2\Gamma_r^2}{|D|^2}.
$$

Therefore $A=2\omega^2\Gamma_r(\Gamma-\Gamma_r)/|D|^2$, and since $\Gamma-\Gamma_r=\Gamma_{nr}$,

$$
A(\omega)=\frac{2\omega^2\Gamma_r\Gamma_{nr}}{(\omega_0^2-\omega^2)^2+\omega^2\Gamma^2}.
$$

Both widths stand in the numerator. Without radiative coupling the light does not reach the exciton, and without nonradiative loss the exciton returns all the power to the beams.

Dividing by $\omega^2$ shows the shape of the line:

$$
A=\frac{2\Gamma_r\Gamma_{nr}}{\Gamma^2+q^2},\qquad q=\frac{\omega^2-\omega_0^2}{\omega}.
$$

The maximum is at $q=0$, that is, at $\omega=\omega_0$. Half of the maximum is reached at $q=\pm\Gamma$, or $\omega^2\mp\Gamma\omega-\omega_0^2=0$. The positive solutions are

$$
\omega_\pm=\sqrt{\omega_0^2+\Gamma^2/4}\pm\Gamma/2 ,
$$

and their difference is $\Gamma$. The measured width of the absorption line in this model is thus the sum of the two widths. Near resonance $q\approx2(\omega-\omega_0)$, and the line is a Lorentzian.

The formula was tested by sending a short pulse through an oscillator sheet in a direct numerical solution of Maxwell's equations. There the radiation damping is not put in by hand but arises from the emitted field. With $\Gamma_r=0.1\,\omega_0$, the absorption on resonance came out as 0.5000 for $\Gamma_{nr}=\Gamma_r$ and 0.3751 for $\Gamma_{nr}=3\Gamma_r$. The formula gives 0.5 and $2\times3/4^2=0.375$. Between $0.8\,\omega_0$ and $1.2\,\omega_0$ the largest difference in $A$ was $1.2\times10^{-4}$.

We have shown that a thin sheet in vacuum, lit from one side, absorbs at most one half, and we have found the exciton's absorption line, which peaks at $\omega_0$ and has the sum of the radiative and nonradiative widths as its width. It remains to show that the peak reaches one half when the two widths are equal, and to examine numbers, the fate of the absorbed light and the limits of the model.

Numerical values quoted here were computed with a short program.
